# Voltage Ramp for a Constant Sheath Above an Insulating Substrate

## Problem

A glass wafer lies on a driven electrode and faces a plasma. Between the electrode and the wafer surface that faces the plasma, the capacitance per area is \(C=100\ \mathrm{nF/m^2}\). Positive ions bring a current density \(J_i=10\ \mathrm{A/m^2}\) to that surface. The electrode has just been stepped down in voltage, so that the sheath voltage is \(U_0=100\) V, and it is to stay there for \(T=2\) µs while the wafer is etched.

1. Derive the equation for the sheath voltage and find the electrode ramp that keeps it constant. Show that no other slope does so.
2. Find what happens if the electrode voltage is held flat instead, or if the ramp is 10% too weak or too steep.
3. Explain why the ramp must be interrupted, and estimate the shortest interruption.
4. Find the conditions under which the result holds, and size the main corrections.

Where the plasma itself matters, take an electron temperature of 3 eV and singly charged ions of mass \(M=40\) u. These are round model parameters.

## Solution

### Conventions

The problem is treated as one-dimensional, with all currents and charges per unit area. Let \(V_e\), \(V_s\) and \(V_p\) be the potentials of the electrode, the wafer surface and the plasma. The sheath voltage is

\[
U=V_p-V_s>0 .
\]

Current is positive when it flows from the plasma towards the wafer. The plasma potential and the ion current are taken as constant. Leakage through the glass is neglected and sized later.

### 1. The equation for the sheath voltage

No charge passes through the insulator, but a displacement current does. The insulator is a capacitor with voltage \(V_s-V_e\), so the total current density \(J_{\rm tot}\) arriving from the plasma charges it at the rate

\[
C\,\frac{d(V_s-V_e)}{dt}=J_{\rm tot}. \tag{1}
\]

In one dimension the sum of conduction and displacement current is the same at every plane. It can therefore be evaluated at the plasma edge of the sheath, where there are three contributions:

- Ions carry \(+J_i\).
- Plasma electrons that reach the surface carry \(-J_e\), with \(J_e\ge 0\).
- If the sheath thickness \(s\) grows, electrons withdraw from the newly uncovered layer. Negative charge moving away from the wafer is a positive current, equal to \(e n_s\,ds/dt\), where \(n_s\) is the plasma density at the sheath edge.

If \(s\) follows \(U\), the last term is

\[
e n_s\frac{ds}{dt}=C_{\rm sh}\frac{dU}{dt},\qquad C_{\rm sh}=e n_s\frac{ds}{dU}>0 .
\]

Ions may also release secondary electrons from the surface, \(\gamma\) per ion. These leave the wafer and so add \(+\gamma J_i\). Altogether

\[
J_{\rm tot}=(1+\gamma)J_i-J_e+C_{\rm sh}\frac{dU}{dt}. \tag{2}
\]

Since \(V_s=V_p-U\) and \(V_p\) is constant, \(dV_s/dt=-dU/dt\). Inserting this and (2) into (1) gives

\[
-C\frac{dU}{dt}-C\frac{dV_e}{dt}=(1+\gamma)J_i-J_e+C_{\rm sh}\frac{dU}{dt}.
\]

Collecting the terms in \(dU/dt\) on one side,

\[
(C+C_{\rm sh})\frac{dU}{dt}=-C\frac{dV_e}{dt}-(1+\gamma)J_i+J_e . \tag{3}
\]

The factor on the left is positive. Hence \(dU/dt=0\) if and only if the right side vanishes:

\[
\frac{dV_e}{dt}=-\frac{(1+\gamma)J_i-J_e}{C}. \tag{4}
\]

In the basic case \(\gamma\) and \(J_e\) are negligible, and

\[
\boxed{\frac{dV_e}{dt}=-\frac{J_i}{C}}
=-\frac{10\ \mathrm{A/m^2}}{100\times10^{-9}\ \mathrm{F/m^2}}
=-1.0\times10^{8}\ \mathrm{V/s}=-100\ \mathrm{V/\mu s}.
\]

The ions deposit positive charge, which raises the voltage across the glass by 100 V every microsecond. Lowering the electrode at the same rate leaves the surface potential where it was. A sheath that has settled after the initial step then has nothing to respond to, which is why \(C_{\rm sh}\) has dropped out of (4).

This was checked without using (4). Charge conservation was solved numerically over 2 µs, with sheath charge and electron current included, and a search was made for the slope that brings \(U\) back to 100 V. It returned \(-100.000\) V/µs. Omitting the sheath charge or doubling it left the slope unchanged to within one part in a million.

Two remarks follow from the derivation. First, the ramp holds the sheath voltage but does not set it: in the basic case, the right side of (3) vanishes at the correct slope whatever the value of \(U\). The value is set by the downward step before the ramp. Secondly, if the plasma potential drifts, then \(dV_s/dt=dV_p/dt-dU/dt\), and the same algebra gives \(dV_e/dt=dV_p/dt-J_i/C\). The electrode must follow the plasma as well as compensate the charging.

### 2. Flat bias and wrong slopes

Consider first a sheath that stores no charge, \(C_{\rm sh}=0\), with \(\gamma=J_e=0\). For a constant slope \(a=dV_e/dt\), equation (3) integrates to

\[
U(t)=U_0-\left(a+\frac{J_i}{C}\right)t . \tag{5}
\]

With a flat electrode voltage, \(a=0\), the sheath loses 100 V/µs. After 0.5 µs only \(100-50=50\) V remain.

The sheath charge slows this decay. To size it, a relation between \(s\) and \(U\) is needed. Let \(\phi(x)\) be the potential drop from the sheath edge to a point at distance \(x\) inside the sheath. Assume that ions start with negligible energy, cross without collisions, and adjust quickly to changes of \(U\); neglect electrons inside the sheath. The ion speed is \(\sqrt{2e\phi/M}\), the charge density is \(J_i\) divided by that speed, and Poisson's equation reads

\[
\phi''=\frac{J_i}{\varepsilon_0 k}\,\phi^{-1/2},\qquad k=\sqrt{\frac{2e}{M}} .
\]

Multiply by \(\phi'\) and integrate from the edge, where \(\phi=\phi'=0\):

\[
\tfrac12\phi'^2=\frac{2J_i}{\varepsilon_0k}\phi^{1/2}
\quad\Rightarrow\quad
\phi^{-1/4}\phi'=2\sqrt{\frac{J_i}{\varepsilon_0k}} .
\]

A second integration gives \(\tfrac43\phi^{3/4}=2x\sqrt{J_i/(\varepsilon_0k)}\). Setting \(\phi=U\) at \(x=s\) and squaring,

\[
s^2=\frac49\,\frac{\varepsilon_0 k\,U^{3/2}}{J_i}. \tag{6}
\]

This is the Child law. At 100 V it gives \(s=0.930\) mm. Since \(s\propto U^{3/4}\), \(ds/dU=3s/(4U)\), and

\[
C_{\rm sh}=\frac{3e n_s s}{4U}. \tag{7}
\]

The edge density follows from the Bohm condition, by which ions enter the sheath at \(u_B=\sqrt{eT_e/M}\), with \(T_e\) in volts. Here \(u_B=2690\) m/s and \(n_s=J_i/(eu_B)=2.32\times10^{16}\ \mathrm{m^{-3}}\). Equation (7) then gives \(C_{\rm sh}=25.9\ \mathrm{nF/m^2}\), about a quarter of \(C\). Joining a finite edge density to the Child profile is an approximation, as is a constant ion current while the edge moves, so this is an estimate. The sheath charge meant here is the electron charge withdrawn from the layer. The net charge left in the layer is smaller, because the ions thin out as they speed up.

The uncovered charge is \(q=en_ss\), which by (7) equals \(\tfrac43C_{\rm sh}U\), or \(3.46\ \mathrm{\mu C/m^2}\) at 100 V. For a flat bias without electron current, (3) integrates to

\[
C(U_0-U)+q(U_0)-q(U)=J_it .
\]

The numerical solution at 0.5 µs is \(U=60.8\) V. To verify it, note that \(q\) has fallen by the fraction \(1-0.608^{3/4}=0.31\). The left side is \(100\times10^{-3}\times39.2+3.46\times0.31=3.92+1.07=5.0\ \mathrm{\mu C/m^2}\), and the right side is \(10\times0.5=5.0\ \mathrm{\mu C/m^2}\). This value assumes that the sheath follows \(U\) instantly. The 0.5 µs considered is only about four ion transit times (Section 4), and when the ion motion is followed in time the result is nearer 57 V, so the figure is good to a few volts only.

For a ramp 10% too weak, \(a=-90\) V/µs, and (3) gives an initial drift of

\[
\frac{dU}{dt}=\frac{90-100}{1+0.259}\approx-7.9\ \mathrm{V/\mu s}.
\]

After 2 µs the numerical solution of (3) leaves 84.2 V. A ramp 10% too steep ends at 115.9 V. These drifts are slow, and the approximations in the sheath model shift both values by about half a volt. Without sheath charge, (5) would give 80 V and 120 V. The slope error accumulates: for a tolerated drift \(\delta U\), neglecting the helpful sheath charge, the slope must be right to within \(\delta U/T\). Keeping \(U\) within 5 V over this ramp thus requires 2.5 V/µs, or 2.5% of the slope.

### 3. Why the ramp must be interrupted

During the ramp the electrode falls by

\[
\frac{J_iT}{C}=100\ \mathrm{V/\mu s}\times2\ \mathrm{\mu s}=200\ \mathrm{V},
\]

and the surface collects \(J_iT=20\ \mathrm{\mu C/m^2}\) of ion charge. If this were repeated without compensation, the voltage across the glass would grow without limit. In a periodic process the net charge conducted to the surface must vanish over each cycle. A positive pulse on the electrode therefore has to collapse the sheath and admit electrons.

The largest electron current in this model flows when the surface reaches the plasma potential. For a Maxwellian distribution with density \(n_s\), electrons that can climb a barrier \(U\) have a velocity towards the wafer above \(v_0=\sqrt{2eU/m_e}\). Their current density is

\[
J_e=e n_s\sqrt{\frac{m_e}{2\pi eT_e}}\int_{v_0}^{\infty}v\,e^{-m_ev^2/(2eT_e)}\,dv
=e n_s\sqrt{\frac{eT_e}{2\pi m_e}}\;e^{-U/T_e}. \tag{8}
\]

The prefactor is the saturation current \(J_{\rm sat}=1077\ \mathrm{A/m^2}\), about a hundred times \(J_i\). Ions continue to arrive during the reset time \(t_r\), so charge balance over the cycle requires

\[
J_i(T+t_r)=J_{\rm sat}t_r
\quad\Rightarrow\quad
t_r=\frac{J_iT}{J_{\rm sat}-J_i}
=\frac{20\ \mathrm{\mu C/m^2}}{1067\ \mathrm{A/m^2}}=18.7\ \mathrm{ns}. \tag{9}
\]

This is a lower limit for the assumed edge density, with the surface held at the plasma potential and the voltage steps taken as instantaneous. To hold it there, the electrode must rise by 200 V during the reset, undoing the fall during the ramp. A slower pulse, or one that leaves a barrier for the electrons, needs more time. Some barrier is to be expected even with the surface at the plasma potential: the sheath that has just collapsed holds few ions, so the entering electrons build up negative space charge in front of the wafer. By (8), a barrier of 3 V already cuts the electron current by a factor of 2.7. A real reset may therefore take several times longer than this limit.

The following downward step restores the sheath. If no charge is conducted during the step, integrating (3) gives \(-C\,\Delta V_e=C\,\Delta U+\Delta q\), where \(\Delta q\) is the charge uncovered. The electrode step must therefore be larger than the wanted rise of sheath voltage. The value of \(\Delta q\) for a fast step is not given by the Child law, because the ions have no time to rearrange.

### 4. Conditions and corrections

**Electron current.** At 100 V, equation (8) gives \(J_e/J_i=3.6\times10^{-13}\), which is negligible for a Maxwellian plasma. The current reaches 1% of \(J_i\) when

\[
U=T_e\ln\frac{100J_{\rm sat}}{J_i}=3\ln(10770)=27.9\ \mathrm{V}.
\]

Below this voltage the simple slope is in error by more than 1%. In the limit \(J_e=J_i\), reached at \(U=T_e\ln(J_{\rm sat}/J_i)\approx14\) V, the required slope is zero for \(\gamma=0\). This is the floating condition, towards which the flat-bias sheath decays. A population of fast electrons would raise these limits, and a small one is enough: if one electron in a thousand belonged to a Maxwellian population at 30 eV, the 1% limit would rise from 28 V to about 106 V, above the voltage held here.

**Ion transit.** In the Child sheath \(\phi=U(x/s)^{4/3}\), so the ion speed is \(v_w(x/s)^{2/3}\), with \(v_w=\sqrt{2eU/M}\) at the wafer. The transit time is

\[
\tau=\int_0^s\frac{dx}{v_w(x/s)^{2/3}}=\frac{3s}{v_w}=0.127\ \mathrm{\mu s},
\]

about 6% of the ramp. Just after the initial step, neither the ion current at the wafer nor the sheath edge has settled, and \(U\) sags somewhat even on the correct ramp. For a rough size, suppose that ions filled the region evenly at density \(n_s\) before the step. The step then first uncovers a layer of thickness \(\sqrt{2\varepsilon_0U/(en_s)}=0.69\) mm. Its growth to the Child value of 0.93 mm uncovers a further \(0.9\ \mathrm{\mu C/m^2}\), which on \(100\ \mathrm{nF/m^2}\) is about 9 V, or about 7 V once the thinning of the sheath as \(U\) sags is allowed for. This is a low estimate, because the Child law neglects the ions' entry speed and the electrons near the sheath edge, and so makes the settled sheath too thin. With both included, the sag is about 10 V after one transit time and 16 V after 0.5 µs, and it creeps on to about 19 V by the end of the ramp. It is smaller after a reset much shorter than the transit time, because much of the old ion profile then remains. The ramp (4) holds the voltage that is left once the sheath has settled. A constant sheath voltage is also not the same as a single ion energy: ions already in the sheath during the step, and ions that collide on the way, arrive with other energies.

**Secondary electrons.** For a rough yield \(\gamma=0.1\), equation (4) gives

\[
\frac{dV_e}{dt}=-1.1\times100=-110\ \mathrm{V/\mu s}.
\]

The slope search with this yield also returned \(-110.0\) V/µs. If the emission is ignored and the ramp stays at \(-100\) V/µs, the excess charging is again 10 V/µs and the sheath ends at 84.2 V, as it did for the weak ramp.

**A gap beneath the wafer.** The capacitance in (4) is that of the whole stack between the driven electrode and the exposed surface. A 10 µm vacuum gap has \(C_g=\varepsilon_0/(10\ \mathrm{\mu m})=885\ \mathrm{nF/m^2}\). Capacitances in series carry the same charge, so their voltages add:

\[
\frac{dV_e}{dt}=-J_i\left(\frac1C+\frac1{C_g}\right)
=-(100+11.3)=-111.3\ \mathrm{V/\mu s}.
\]

The series capacitance is \(89.9\ \mathrm{nF/m^2}\). Together with the secondary emission above, the slope becomes \(-1.1\times111.3\approx-122\) V/µs.

**The glass itself.** With a rough relative permittivity \(\varepsilon_r=4\), the given capacitance corresponds to a thickness \(d=\varepsilon_r\varepsilon_0/C=0.354\) mm. The ramp adds a field of \(200\ \mathrm{V}/0.354\ \mathrm{mm}\), or 0.0056 MV/cm. This is well below the rough, cautious breakdown field of 0.1 MV/cm, though any voltage already across the glass must be added to it. For an assumed conductivity of \(10^{-10}\) S/m, the leakage due to the added field is \(5.6\times10^{-6}\) of the ion current.

### Relation to a real process

The numbers lie in the regime of ion-assisted etching of a thin glass wafer in a low-pressure plasma of moderate density, with a shaped bias waveform repeated at a few hundred kilohertz. The wafer thickness, ion current and sheath voltage are plausible rough values for such a process, not data for a particular reactor. The collisionless sheath needs an ion mean free path well above 1 mm. For a rough cross section of \(5\times10^{-19}\ \mathrm{m^2}\) the path is about 1 cm at 1 Pa, so the pressure should be of that order or lower. Of the corrections to the slope sized above for the held sheath voltage, the largest come from secondary emission and from a gap beneath the wafer. For the values used here each shifts it by about 10%, and both together by about 22%. An error in the ion current enters in direct proportion. Near the wafer edge the one-dimensional model fails, and a single electrode ramp cannot suit every point if \(J_i/C\) varies across the wafer.

The thickness dependence shows when a ramp is needed. Since \(C=\varepsilon_r\varepsilon_0/d\), the basic slope is \(-J_id/(\varepsilon_r\varepsilon_0)\), proportional to the insulator thickness at fixed ion current and permittivity. If the glass were a hundred times thinner and lay directly on a conducting electrode, the charging over the same 2 µs would be 2 V instead of 200 V. A flat bias would then hold a 100 V sheath to within about 2%. For the wafer in this problem, the charging during one ramp is twice the sheath voltage itself, so the compensating ramp is essential. The calculated values are collected in the numerical output.

## Table of computed values

```
Substrate capacitance per area: 100 nF/m^2
Ion current density: 10 A/m^2
Sheath voltage to be held: 100 V
Ramp duration: 2 us
Electron temperature: 3 eV
Model ion mass: 40 u
Required slope, formula: -100.000 V/us
Required slope, formula, SI: -1.000e+08 V/s
Required slope, found by search: -100.000 V/us
Largest deviation of U on correct ramp: 5.9e-11 V
Electrode drop during ramp: 200 V
Ion charge deposited during ramp: 20 uC/m^2
Flat bias: time considered: 0.5 us
Flat bias: U left, no sheath charge: 50.0 V
Flat bias: U left, with sheath charge: 60.8 V
Ramp 10% too weak: U at end: 84.2 V
Ramp 10% too steep: U at end: 115.9 V
Bohm speed: 2690 m/s
Sheath-edge density: 2.32e+16 m^-3
Child sheath thickness: 0.930 mm
Ion transit time: 0.127 us
Sheath capacitance per area: 25.9 nF/m^2
Sheath / substrate capacitance: 0.259
Electron saturation current density: 1077 A/m^2
Shortest reset time: 18.7 ns
Electron / ion current at held U: 3.6e-13
U where electron current is 1% of ion: 27.9 V
Secondary electron yield (rough): 0.1
Slope with secondary emission: -110.0 V/us
Same, found by search: -110.0 V/us
U at end if emission is ignored: 84.2 V
Relative permittivity of glass (rough): 4
Glass thickness implied: 0.354 mm
Vacuum gap under wafer: 10 um
Gap capacitance per area: 885 nF/m^2
Series capacitance with gap: 89.9 nF/m^2
Slope with gap: -111.3 V/us
Field added in glass: 0.0056 MV/cm
Breakdown field (rough, cautious): 0.1 MV/cm
Glass conductivity (rough): 1e-10 S/m
Leakage / ion current: 5.6e-06
```
